The Core Correction to Atomic Forces and Its l = 1 Selection Rule

**1. A force that the nucleus alone does not account for**

A nucleus with two tightly bound 1s electrons sits slightly off the centre of a cloud of valence electrons. The cloud pulls the nucleus back and pushes the core electrons outward. In an all-electron calculation whose core density is kept spherical, the core exerts no net force on its own nucleus, so the force on the nucleus contains no trace of the push on the core. The slope of the total energy does contain it.

A model gives the sizes. The nucleus has Z = 4 and lies at d = 0.3 Å along +z from the centre of a Gaussian cloud, exp(−u²/a²) with a = 1.2 Å, holding two electrons. The cloud is frozen in space. The core is solved self-consistently, with Hartree and local exchange potentials and no correlation. The force on the nucleus is −14.493 eV/Å, while minus the numerical derivative of the total energy is −8.016 eV/Å. The difference, about 6.48 eV/Å, has to be derived.

Notation: r, R, F and v are vectors, and R is the position of the nucleus. The length s = |r − R| and the unit vector ŝ = (r − R)/s are measured from it. Densities n count electrons per volume, potentials are potential energies of an electron, and k = e²/(4πε₀). The treatment is non-relativistic and without spin polarization.

**2. Simplest case: a rigid core in a given potential**

Let a core density n_c(|r − R|) of fixed shape be carried along with the nucleus through a fixed potential w(r). Its energy is

E(R) = ∫ n_c(|r − R|) w(r) d³r = ∫ n_c(s) w(R + sŝ) d³s.

In the second form R appears only in w, so the force is

F = −∂E/∂R = −∫ n_c ∇w d³r.

Limit: if ∇w is constant across the core, F = −N_c ∇w, with N_c the number of core electrons. Two point electrons at the model nucleus would feel 7.246 eV/Å from the cloud. The actual core feels a Coulomb force of 6.927 eV/Å, which is 4.4% less than the point value.

The sign of this change follows from the size of the core. The average of a smooth function f over a sphere of radius s is f + (s²/6)∇²f to second order in s. For the cloud potential, ∇²w = −4πk n_v, with n_v the valence density. Taking f = −∇w gives

average of (−∇w) = −∇w + (2πk/3) s² ∇n_v.

At the nucleus ∇n_v points back to the cloud centre, against the push, so the force is reduced.

Two things are missing. A real core changes shape as it moves, and exchange and correlation depend on the total density, so they are not a fixed external potential.

**3. A core that relaxes**

The total energy is

E = T_c + T_v + E_H[n] + E_xc[n] + ∫ n v_N d³r + E_NN, with n = n_c + n_v.

Here T_c and T_v are the core and valence kinetic energies, v_N is the attraction of all nuclei, and E_NN is their mutual repulsion. The effective potential V is v_N plus the functional derivatives of E_H and E_xc. It is taken at self-consistency.

The core shells are closed, and their orbitals φ_i are solved only in V₀(s), the average of V over directions about R:

[−(ħ²/2m)∇² + V₀(s)] φ_i = ε_i φ_i.

Hence n_c is spherical. Multiplying by φ_i*, integrating and summing over the occupied spin orbitals gives

T_c = Σε_i − ∫ n_c V₀ d³s.

Now move the nucleus by δR and describe the core in the frame that moves with it. The kinetic operator has the same form there, so the core Hamiltonian h changes only by δV₀(s). The change of an eigenvalue is

δε_i = ⟨φ_i|δV₀|φ_i⟩ + ⟨δφ_i|h|φ_i⟩ + ⟨φ_i|h|δφ_i⟩.

The last two terms equal ε_i δ⟨φ_i|φ_i⟩, which is zero because the orbital stays normalized. Summing,

Σδε_i = ∫ n_c δV₀ d³s.

Write Δn_c(s) for the change of the core density in the moving frame, that is, its change of shape. Then

δT_c = ∫ n_c δV₀ d³s − ∫ Δn_c V₀ d³s − ∫ n_c δV₀ d³s = −∫ V₀ Δn_c d³s.

Both relations are tested in the model. The sum of the core eigenvalues changes by −6.4446 eV/Å with displacement, and the kinetic energy by +1.1141 eV/Å. The numerical derivatives agree with the two integrals to all printed digits. The core does relax.

The other energy terms depend on the density at fixed points of space. There, the change consists of the change of shape and the transport of the old shape:

δn_c = Δn_c − δR·∇n_c.

The minus sign arises because the new density at r is the old one at r − δR. By the definition of V, the terms other than kinetic energy change by

∫ V (δn_c + δn_v) d³r − F_HF·δR.

F_HF is the Hellmann–Feynman force. It is minus the derivative of ∫ n v_N d³r + E_NN with respect to R at fixed electron density, and so it is the electrostatic force on the nucleus.

Collecting the terms that involve the core variation,

δE_core = −∫ V₀ Δn_c d³r + ∫ V Δn_c d³r − δR·∫ V ∇n_c d³r.

The first two terms cancel: Δn_c is spherical, and its integral with V sees only the directional average V₀. There remains

δE_core = −δR·∫ V ∇n_c d³r.

To move the gradient, use ∇(n_c V) = V∇n_c + n_c∇V. The integral of the left side is a surface term. It vanishes far away because n_c decays. At the nucleus, a small sphere of radius η has area proportional to η² while V grows as 1/η, so its contribution goes to zero. Therefore ∫ V∇n_c d³r = −∫ n_c∇V d³r, and since δE_core = −F_core·δR,

F_core = −∫ n_c ∇V d³r.

This is the core correction. It has the form of the force on a rigid core, although the core relaxes, because to first order the relaxation costs no energy.

The valence electrons are treated in the same way. For fixed occupations and exact eigenstates of the full potential, the eigenvalue argument gives δT_v = −∫ V δn_v d³r, which cancels the valence term above. In an incomplete basis that moves with the atoms, as in LAPW, the cancellation fails and a separate Pulay force remains. In the model δn_v = 0 by construction, so neither effect enters.

**4. Check against the energy slope**

V contains the attraction of the atom's own nucleus and the Hartree potential of its own core. Both are spherical about R. Their gradients point along ŝ with a strength that depends only on s, so they integrate to zero against n_c. The cloud's Coulomb potential and the exchange potential of the total density remain:

F_core = 6.927 − 0.450 = 6.477 eV/Å.

Adding the force on the nucleus,

−14.493 + 6.477 = −8.016 eV/Å,

which agrees with minus the numerical energy derivative to about 10⁻⁶ eV/Å. In nanonewtons the nuclear force is −23.22, the core force 10.38 and the sum −12.84. The core correction cancels about 45% of the force on the nucleus.

The sign of the exchange part can be derived. Local exchange has v_x = −c n^(1/3) with c > 0. Because v_x∇n is the gradient of a function of n, its integral vanishes, and so

∫ v_x ∇n_c d³r = −∫ v_x ∇n_v d³r = c ∫ n^(1/3) ∇n_v d³r.

By the same argument ∫ n_v^(1/3) ∇n_v d³r = 0. It may be subtracted, giving

F_x = c ∫ [(n_c + n_v)^(1/3) − n_v^(1/3)] ∇n_v d³r.

Compare two points that are mirror images in the plane z = 0 through the cloud centre. They have the same n_v and opposite ∂n_v/∂z. The bracket is larger at the point with z > 0, which is nearer the core, and there ∂n_v/∂z is negative. The exchange force therefore points back toward the cloud centre, as the value −0.450 eV/Å shows.

**5. Which part of the potential acts**

The density gradient of a spherical core is

∇n_c = n_c′(s) ŝ,

where the prime is a derivative with respect to s. The form before integration by parts becomes

F_core = ∫ V ∇n_c d³r = ∫₀^∞ s² n_c′(s) [∫ V ŝ dΩ] ds.

The components of ŝ are combinations of the three l = 1 spherical harmonics. Harmonics of different l are orthogonal over the sphere, so the bracket selects the l = 1 part of V and nothing else.

Write this part as v(s)·ŝ. Since ∫ ŝ_i ŝ_j dΩ = (4π/3)δ_ij,

∫ V ŝ dΩ = (4π/3) v(s), or v(s) = (3/4π) ∫ V ŝ dΩ.

Thus

F_core = (4π/3) ∫₀^∞ s² n_c′ v ds.

Integrating by parts, with s² n_c v zero at both ends,

F_core = −(4π/3) ∫₀^∞ n_c d(s²v)/ds ds.

With real harmonics Y_1i = √(3/4π) ŝ_i and V expanded as Σ V_1i(s) Y_1i, comparison with v·ŝ gives v_i = √(3/4π) V_1i. The prefactor becomes (4π/3)√(3/4π) = √(4π/3), so

F_core,i = −√(4π/3) ∫₀^∞ n_c d(s²V_1i)/ds ds.

Limit: for a constant gradient g, the l = 1 part of V is g·(sŝ), so v = gs and d(s²v)/ds = 3s²g. Then F_core = −g ∫ 4πs² n_c ds = −N_c g, the point-core result of section 2.

In the model, the l = 1 formula and the direct integral of −n_c∇V both give 6.4767 eV/Å. The separate multipoles of the cloud plus exchange potential give:

l = 0: rms size 18.40 eV, force 0
l = 1: rms size 0.464 eV, force 6.4767 eV/Å
l = 2: rms size 0.0107 eV, force 0
l = 3: rms size 0.0003 eV, force 0

The rms is weighted with the core density. The l = 0 part is the largest and exerts no force, so it is symmetry that decides here, not size.

**6. Where the selection rule stops**

The rule needs a spherical density and an expansion about the centre of that density. To see what a deformation admits, take a term f(s)P_l(x) of the potential, with x = ŝ_z. Its z-gradient is

f′ x P_l + (f/s)(1 − x²) P_l′(x).

The Legendre identities

x P_l = [(l + 1)P_(l+1) + l P_(l−1)]/(2l + 1)

(1 − x²) P_l′(x) = l(l + 1)[P_(l−1) − P_(l+1)]/(2l + 1)

show that the gradient contains only the orders l − 1 and l + 1. A spherical density picks out order 0, which requires l = 1. A density with an added P₂ part also picks out order 2, which l = 1 and l = 3 can supply.

Replacing n_c by n_c(1 + ½P₂) changes the l = 1 integral to 6.4161 eV/Å and gives l = 3 a contribution of 0.0006 eV/Å. These numbers illustrate the integral. They are not the force on such an atom, because the derivation in section 3 used a spherical core.

**7. Integrals cut at a sphere**

In LAPW the potential is expanded about R inside a muffin-tin sphere, of radius S say. The radial formula has to be re-examined if n_c(S) is not negligible. For any radius s, the gradient theorem gives

∫_(inside s) ∇V d³r = s² ∫ V ŝ dΩ = (4π/3) s² v(s).

The 1/s singularity at the nucleus adds nothing, as in section 3. Differentiating with respect to s,

s² ∫ ∇V dΩ = (4π/3) d(s²v)/ds.

Multiplying by −n_c(s) and integrating up to S,

−∫_(sphere) n_c ∇V d³r = −(4π/3) ∫₀^S n_c d(s²v)/ds ds.

This form needs no surface term. Integration by parts now produces one:

−(4π/3) ∫₀^S n_c d(s²v)/ds ds = (4π/3) ∫₀^S s² n_c′ v ds − (4π/3) S² n_c(S) v(S).

A test with a potential without axial symmetry, and a density that is still finite at S = 0.8 Å, shows the size of the last term. For the x component the volume part is −0.2529 eV/Å and the surface part −0.1990 eV/Å. Their sum, −0.4519 eV/Å, is the direct integral. The other two components agree as well.

Limit: when n_c(S) → 0 the surface term vanishes and the two volume forms coincide. When core charge does leak out, even the correct sphere integral is incomplete, because the formula of section 3 extends over all space and −∫ n_c∇V d³r outside the sphere is missing.

**8. A core solved in the full potential**

Suppose instead that a core orbital φ is an eigenstate of H = −(ħ²/2m)∇² + V, with the non-spherical part included. For the momentum operator p = −iħ∇,

⟨φ|[H, p]|φ⟩ = (ε − ε)⟨φ|p|φ⟩ = 0.

The kinetic operator commutes with p, and [V, p] = iħ∇V. Therefore

∫ |φ|² ∇V d³r = 0,

and the core correction vanishes. It owes its existence to the core's not being an eigenstate of the full potential.

The push on the core has not been lost. Split V into −kZ/s and the remainder U. Since ∇(−kZ/s) = kZŝ/s², the vanishing integral, summed over the core orbitals, reads

kZ ∫ n_c ŝ/s² d³r = −∫ n_c ∇U d³r.

The left side is the force that the polarized core exerts on its nucleus, and it is part of F_HF. The right side is the force on the core from everything except that nucleus. U includes the Hartree and exchange potentials of the core itself. When V is self-consistent with the polarized core, the Hartree force of the core on itself vanishes and the right side is the push from the surroundings. When V is held fixed at its form for a spherical core, the Hartree and exchange potentials built from that spherical core also act on the polarized density, and the two sides then differ from that push. In the model both sides are then about 7.31 eV/Å against a push of 6.48 eV/Å: the fixed Hartree potential adds about 1.35 eV/Å, the fixed exchange potential removes about 0.54 eV/Å, and the cloud adds about 0.02 eV/Å. A self-consistently polarized core thus hands the push on to the nucleus electrostatically. A core held spherical cannot do so, and F_core supplies the push separately.

Solving the model core in its full potential, held fixed, gives −0.0005 eV/Å for the integral, against 6.4767 eV/Å for the spherical core. By the commutator argument the exact value is zero, so the remainder is numerical error of the calculation. How much of it comes from the basis and how much from the grid was not examined. The eigenvalue falls only from −103.2188 to −103.2202 eV. The shift is small because the non-spherical part of V averages to zero over a spherical density, so the energy changes first at second order. The polarization itself is of first order, and so is the force it transmits. A core energy that is accurate in the spherical approximation therefore gives no licence to omit the core correction.

The numerical check below contains the energy derivative, the multipole resolution and the sphere test.

Numbers as computed

```
nuclear charge number Z: 4
core electrons: 2.0000
valence electrons in frozen cloud: 2
cloud width a in exp(-u^2/a^2): 1.2 A
displacement of nucleus from cloud centre: 0.3 A
step of numerical derivative: 0.02 A
core eigenvalue: -103.2188 eV
core kinetic energy: 358.4711 eV
mean core radius: 0.2251 A
d(core kinetic energy)/dd, numerical: 1.114110 eV/A
same from -int V0 d(rho_c)/dd: 1.114110 eV/A
d(sum of core eigenvalues)/dd, numerical: -6.444646 eV/A
same from int rho_c dV0/dd: -6.444646 eV/A
force on nucleus: -14.492901 eV/A
core force, Coulomb part: 6.926956 eV/A
core force, exchange part: -0.450260 eV/A
core force, -int rho_c grad V: 6.476697 eV/A
core force, l=1 radial formula: 6.476697 eV/A
two point electrons at nucleus, Coulomb: 7.246451 eV/A
nucleus + core force: -8.016205 eV/A
minus numerical dE/dd: -8.016204 eV/A
force on nucleus: -23.2202 nN
core force: 10.3768 nN
nucleus + core force: -12.8434 nN
multipoles of cloud + exchange potential (rms over core; force):
  l=0: rms 18.401251 eV; spherical core 0.000000 eV/A; deformed 0.000000 eV/A
  l=1: rms 0.463823 eV; spherical core 6.476697 eV/A; deformed 6.416088 eV/A
  l=2: rms 0.010711 eV; spherical core 0.000000 eV/A; deformed 0.000000 eV/A
  l=3: rms 0.000310 eV; spherical core 0.000000 eV/A; deformed 0.000580 eV/A
  l=4: rms 0.000009 eV; spherical core 0.000000 eV/A; deformed 0.000000 eV/A
core eigenvalue in full potential: -103.2202 eV
-int rho grad V, full-potential core: -0.000460 eV/A
finite sphere test, radius: 0.8 A
  direct (x,y,z): -0.451899 0.153447 0.075595 eV/A
  volume part after integration by parts: -0.252856 0.089629 0.040637 eV/A
  surface part: -0.199043 0.063818 0.034957 eV/A
```
